# A Larger-than-Average Island Can Shrink During Diffusion-Limited Ripening

An atomic island that is larger than the mean of its population can lose atoms during diffusion-limited ripening. Its size must be compared with a local critical radius, set by the islands with which it exchanges adatoms. If these are mostly larger still, the critical radius can exceed both the population mean and the island's own radius. In the example below, an island of radius 20 nm in a population of mean radius 15.3 nm loses about 144 atoms per hour, because its local critical radius is 25 nm.

The contrary belief is that islands above the mean grow and islands below it shrink. It has a sound basis: small islands do hold their atoms less firmly, and in one limit the mean radius really is the dividing line. What fails is the extension to a terrace on which slow diffusion makes the adatom density vary from place to place.

## What an island's rim imposes

Consider circular islands, one atomic layer high, with radii \(R_i\) and fixed centres \(\mathbf x_i\) on a wide terrace. There is no deposition or desorption. Adatoms are dilute and independent, and they attach and detach fast enough to keep each rim in local equilibrium.

Let \(\Omega\) be the area per atom and \(\beta\) the step free energy per length, taken as isotropic. An island of \(N\) atoms has \(N\Omega=\pi R^2\), so adding one atom changes its radius by \(dR/dN=\Omega/(2\pi R)\). Its rim free energy \(2\pi R\beta\) then changes by
\[
\frac{d(2\pi R\beta)}{dN}=2\pi\beta\,\frac{\Omega}{2\pi R}=\frac{\beta\Omega}{R}.
\]
This is the excess chemical potential of an island atom over one at a straight step. The chemical potential of dilute adatoms is a constant plus \(kT\ln c\), where \(c\) is their number per area. Equality at the rim gives
\[
c_i=c_{\rm eq}\,e^{\xi/R_i},\qquad \xi=\frac{\beta\Omega}{kT},
\]
where \(c_{\rm eq}\) is the density beside a straight step. A larger island imposes a lower density. This is the true part of the belief, but it does not yet say which way atoms flow at a given island.

## The flow depends on the other rims

Adatoms cross the terrace much faster than islands change size, so the density obeys \(\nabla^2c=0\) between the islands. Let \(n\) point from an island into the terrace. Adatoms flow down the density gradient, so the net number entering island \(i\) per time is
\[
J_i=D\oint_i\frac{\partial c}{\partial n}\,ds,\qquad \frac{dA_i}{dt}=\Omega J_i,
\]
with \(D\) the adatom diffusion coefficient and \(A_i\) the island area. A density that rises away from the rim means growth. Adatoms on top of an island meet only its own rim; their steady density is uniform and adds no net flow. With no net flow to infinity, \(\sum_iJ_i=0\).

The problem is linear. Let \(u_j\) be the bounded harmonic function that equals 1 on rim \(j\) and 0 on all other rims. Then \(c=\sum_jc_ju_j\), and
\[
J_i=D\sum_jS_{ij}c_j,\qquad S_{ij}=\oint_i\frac{\partial u_j}{\partial n}\,ds .
\]
If all rim densities are equal, the density is uniform and nothing flows, so \(\sum_jS_{ij}=0\). Hence \(S_{ii}=-\sum_{j\ne i}S_{ij}\). Writing \(G_{ij}=S_{ij}\) for \(i\neq j\),
\[
J_i=D\sum_{j\ne i}G_{ij}(c_j-c_i).
\]

These conductances are positive. By the maximum principle, \(u_j\) lies between 0 and 1 on the terrace. On another rim \(i\) it is zero, its least value, so its outward derivative there cannot be negative. The integral could vanish only if the derivative vanished all along the rim. But a harmonic function whose value and normal derivative both vanish along a curve is zero throughout the connected region, which contradicts \(u_j=1\) on rim \(j\). Therefore \(G_{ij}>0\).

They are also symmetric. Green's identity for \(u_i\) and \(u_j\) has no contribution from infinity, because bounded harmonic functions have gradients that fall at least as \(1/r^2\) there. The rims leave
\[
\oint_i\frac{\partial u_j}{\partial n}ds-\oint_j\frac{\partial u_i}{\partial n}ds=0,
\]
which is \(G_{ij}=G_{ji}\).

Now define a total conductance and a weighted density,
\[
g_i=\sum_{j\ne i}G_{ij},\qquad c_i^*=\frac1{g_i}\sum_{j\ne i}G_{ij}c_j .
\]
The flow becomes
\[
J_i=Dg_i(c_i^*-c_i).
\]
The island grows if \(c_i<c_i^*\). Since \(c_i\) falls with increasing radius, this is the same as
\[
R_i>R_i^*,\qquad R_i^*=\frac{\xi}{\ln(c_i^*/c_{\rm eq})}.
\]
This is the local critical radius. Within the model no mean-field approximation has been made.

Three consequences follow from the positive weights. If the sizes are not all equal, the largest island grows, since no other rim has a higher claim on atoms and at least one has a lower claim. The smallest shrinks for the opposite reason. Any island that shrinks must therefore have a larger one somewhere in the population.

That last condition is necessary but not sufficient. If an island exchanges atoms with larger ones of density \(c_L\) and smaller ones of density \(c_S\), through total conductances \(G_L\) and \(G_S\), it shrinks when
\[
G_L(c_i-c_L)>G_S(c_S-c_i).
\]
The population mean does not appear in this inequality.

## Why the mean is tempting

Suppose instead that attachment is slow. Let \(k\) be the attachment velocity, so that the net flow per rim length is \(k(c-c_i)\). When \(D/k\) is much longer than the summed perimeter of all the islands, diffusion levels the terrace to a common density \(\bar c\), and
\[
J_i=2\pi R_i k(\bar c-c_i).
\]
Conservation, \(\sum_iJ_i=0\), fixes
\[
\bar c=\frac{\sum_iR_ic_i}{\sum_iR_i}.
\]
For \(\xi\ll R_i\) the rim law is approximately \(c_i=c_{\rm eq}(1+\xi/R_i)\). For \(M\) islands this gives
\[
\bar c=c_{\rm eq}\left(1+\frac{M\xi}{\sum_iR_i}\right)
=c_{\rm eq}\left(1+\frac{\xi}{\langle R\rangle}\right),
\]
and therefore
\[
J_i=2\pi k c_{\rm eq}\xi\left(\frac{R_i}{\langle R\rangle}-1\right).
\]
Here the belief is right: the mean radius divides growth from decay, wherever the islands stand. On a terrace with many islands, a \(D/k\) longer than the terrace width is not enough, because the density can still differ between regions of larger and smaller islands.

The exponential rim law moves the dividing line slightly. With weights \(R_i/\sum_jR_j\), Jensen's inequality gives
\[
\frac{\bar c}{c_{\rm eq}}=\sum_i\frac{R_i}{\sum_jR_j}e^{\xi/R_i}\ge e^{\xi/\langle R\rangle}.
\]
The critical radius is then at or below the mean, so islands above the mean still grow.

A simple mean-field picture of diffusion leads to a similar conclusion. Give every island the same conductance \(g\) to one common density, \(J_i=Dg(\bar c-c_i)\). Conservation makes \(\bar c\) the plain average of the \(c_i\). Jensen's inequality now gives \(\bar c\ge c_{\rm eq}\exp(\xi\langle1/R\rangle)\), so the critical radius is at most \(1/\langle1/R\rangle\), which is itself at most \(\langle R\rangle\). Both descriptions protect islands above the mean, and both do so by replacing the individual surroundings with one density.

## A ring of larger islands

Take one island of radius 20 nm at the origin, four of 30 nm equally spaced on a circle of radius 130 nm, and twelve of 10 nm on a circle of radius 250 nm. The large islands lie at angles 0°, 90°, 180° and 270°, and the small ones at 15°, 45°, 75° and so on. The mean radius is
\[
\langle R\rangle=\frac{20+4(30)+12(10)}{17}=15.3\ {\rm nm}.
\]
The root-mean-square radius, which corresponds to the mean area, is 17.5 nm. The central island exceeds both.

The material parameters are rough values for silver islands on Ag(111) at 300 K: neighbour distance \(a=0.289\) nm, \(\Omega=0.0723\) nm² and \(\beta=0.75\) eV/nm. With \(kT=0.02585\) eV,
\[
\xi=\frac{0.75\times0.0723}{0.02585}=2.10\ {\rm nm}.
\]
The rim densities \(c_i/c_{\rm eq}=e^{\xi/R_i}\) are 1.1106 for the central island, 1.0725 for the large ones and 1.2335 for the small ones.

The conductances were found numerically. The density was expanded about each island in a logarithm and multipoles up to order 8, with coefficients fixed by the rim densities and zero total flow. Raising the order to 12 left the central flow unchanged to the digits used here. The central island's summed conductance is 3.156 to the large islands and 0.330 to the small ones. Its flow, in units of \(Dc_{\rm eq}\), has two parts:
\[
3.156(1.0725-1.1106)\simeq-0.120,
\]
\[
0.330(1.2335-1.1106)\simeq+0.041 .
\]
The small islands have the larger density difference, but the large islands have nearly ten times the conductance. The sum is \(-0.080\). A separate finite-difference solution, on a 1.25 nm mesh with reflecting walls 400 nm from the centre, gives \(-0.077\). Its stepped rims limit its accuracy to several per cent: meshes between 2.5 and 1.25 nm give values from \(-0.075\) to \(-0.077\).

The weighted density and critical radius are
\[
\frac{c^*}{c_{\rm eq}}=\frac{3.156(1.0725)+0.330(1.2335)}{3.486}=1.088,
\]
\[
R^*=\frac{2.10}{\ln1.088}\simeq25\ {\rm nm}.
\]
For the same population, the slow-attachment formula gives a critical radius of 15.0 nm and the equal-conductance formula gives 12.2 nm. Both predict growth.

To obtain a rate, take a hop barrier of 0.10 eV, an adatom formation energy of 0.60 eV and an attempt rate \(\nu=10^{12}\) s\(^{-1}\):
\[
D=\frac{\nu a^2}{4}e^{-0.10\,{\rm eV}/kT}=4.36\times10^8\ {\rm nm^2/s},
\]
\[
c_{\rm eq}=\frac1\Omega e^{-0.60\,{\rm eV}/kT}=1.15\times10^{-9}\ {\rm nm^{-2}}.
\]
Thus \(Dc_{\rm eq}=0.502\) s\(^{-1}\), and
\[
J=-0.0799\times0.502\times3600\simeq-144\ {\rm atoms/h},
\]
or about \(-10\) nm² per hour.

## Testing the cause

If the larger neighbours lower the density at the central site, they should do so even with the central island absent. Solving the problem without it gives \(c/c_{\rm eq}=1.088\) at the empty site, below the 1.1106 that a 20 nm island needs to hold its size. Symmetry makes the agreement with \(c^*\) especially close. The remaining pattern repeats under a quarter turn, so near the centre its first angular variation grows as \(r^4\), and the density is almost uniform along the missing rim. An island with that rim density would draw almost no flow, and zero flow is what defines \(c^*\).

Position can be tested with all sizes fixed. Exchange the central island with the 10 nm island at 45° on the outer circle. The population and its mean are unchanged, but the 20 nm island now gains about 353 atoms per hour.

Neighbour size can be tested with all positions and the other radii fixed. If the four neighbours have radius 20 nm, no island is larger than the central one, and it grows. As they are enlarged, its rate passes through zero at 24.1 nm. Neighbours only slightly larger than 20 nm therefore do not make it shrink.

The screening can be understood in the dilute limit, where each island acts as a point source or sink:
\[
c(\mathbf x)=c_0+\sum_j\frac{J_j}{2\pi D}\ln|\mathbf x-\mathbf x_j| .
\]
The sign is right because the gradient \(J_j/(2\pi Dr)\), multiplied by \(D\) and the circumference \(2\pi r\), gives an inflow \(J_j\). The unit of length in the logarithm only shifts \(c_0\), since the flows sum to zero. Averaging over rim \(i\), and using the mean-value property for the other islands, gives
\[
c_i=c_0+\frac{J_i}{2\pi D}\ln R_i+\sum_{j\ne i}\frac{J_j}{2\pi D}\ln d_{ij},
\]
where \(d_{ij}\) is the distance between centres.

Apply this to \(m\) large islands of radius \(b\), equally spaced on a circle of radius \(d\), with total inflow \(Q\) and no central island. Approximate the distant small islands by a uniform ring, which adds the same constant \(K\) everywhere inside it. At the centre,
\[
c(0)=K+\frac{Q}{2\pi D}\ln d.
\]
The distances from one large island to the other \(m-1\) have product \(md^{m-1}\), so its rim has
\[
c_L=K+\frac{Q}{2\pi Dm}\left[\ln b+\ln(md^{m-1})\right].
\]
Subtracting, and using \(\ln d-\frac{m-1}{m}\ln d=\frac1m\ln d\),
\[
c(0)-c_L=\frac{Q}{2\pi D}\,\frac1m\ln\frac{d}{mb}.
\]
At a fixed total inflow \(Q\), more numerous or larger sinks hold the central density closer to their own, even though wide gaps remain between them. \(Q\) itself changes with \(m\) and \(b\). In the full solution with four sinks, the gap \(c(0)-c_L\) is 0.019, 0.021 and 0.015 in units of \(c_{\rm eq}\) for \(b=15\), 22 and 30 nm. What falls steadily is its share of the difference between the small and large rim densities: 0.23, 0.16 and 0.095.

The formula also shows its limit. For \(mb>d\) it puts the central density below that of the sinks, which the maximum principle forbids. Here \(mb=120\) nm and \(d=130\) nm, close to that failure: with \(Q=1.445\,Dc_{\rm eq}\) the formula gives \(c(0)-c_L=0.0046\,c_{\rm eq}\), against \(0.015\,c_{\rm eq}\) in the full solution. Solving the point-source equations for all 17 islands gives a central flow of \(-0.113\), about 41% larger in magnitude than the multipole result. The sign survives, but the rate needs the finite size of the islands.

## How long it lasts, and when it fails

The criterion concerns the present rate, not the final fate. The areas were advanced numerically by \(dA_i/dt=\Omega J_i\), with the flows recomputed as the radii changed, until the first small island reached 8 nm. This took 5.6 hours. The central island shrank throughout, to 19.5 nm, and was still above the final mean of 14.4 nm.

Its decline need not be steady. If the twelve small islands are given a smaller common radius, with everything else at its initial value, the central rate passes through zero at 5.1 nm. Their high rim density then makes up for their weak conductance. This threshold belongs to the initial sizes of the other islands, which change during the evolution. If the evolution is continued until the first small island reaches 3 nm, the central island is still shrinking, at about 89 atoms per hour. By 2 nm it gains about 44 atoms per hour, but this lasts only the few minutes in which those small islands vanish, and its radius stays at 19.1 nm. At such sizes the continuum rim law is itself rough. Once the small islands are gone, a central island still smaller than the other four is the smallest left, and it then shrinks.

Slow attachment can also restore growth. The rim condition becomes \(c-(D/k)\,\partial c/\partial n=c_i\). With the initial sizes and positions fixed, the central rate passes through zero at \(D/k=37\) nm. If an extra attachment barrier \(E\) gives \(k=(D/a)e^{-E/kT}\), this corresponds to
\[
E=kT\ln\frac{37}{0.289}\simeq0.13\ {\rm eV}.
\]

Nor does the result require special symmetry. Forty random populations were solved with the same \(\xi\). Each had 16 islands near the points of a 4 by 4 square grid of spacing 100 nm, displaced by up to 5 nm along each axis, with radii drawn uniformly from 8 to 25 nm. Of 312 islands above their population mean, 22 were shrinking, about 7%. That fraction belongs to this ensemble and is not a general frequency.

## The model beside a real silver surface

The example assumes that terrace diffusion limits the ripening, a reasonable description of silver islands on Ag(111) near room temperature. The regular ring is a chosen arrangement. The time scale is uncertain: raising the sum of the two barriers by 0.05 eV slows all flows about sevenfold. It does not change their signs, because \(Dc_{\rm eq}\) multiplies every flow. Changing \(\beta\) by \(-20\%\) or \(+20\%\) gives central rates of \(-114\) or \(-175\) atoms per hour.

A real terrace is bounded by steps, which break the assumption of no net outflow. Holding the density at \(c_{\rm eq}\) on a surrounding circle of radius 2000 nm, included through its leading logarithm, changes the central rate from \(-144\) to \(-148\) atoms per hour. It matters more for the exchanged arrangement, where growth falls from 353 to about 245 atoms per hour. Narrower terraces matter more still. With the circle treated exactly, radii of 500 and 350 nm give central rates of \(-156\) and \(-167\) atoms per hour, while the exchanged island gains only 57 at 500 nm and loses about 190 at 350 nm. With such a sink present, even the largest island is no longer guaranteed to grow. An attachment length \(D/k\) of one neighbour distance changes the central rate only to \(-142\). Motion of the islands themselves, faceted island shapes, elastic interactions and adatom clusters are left out, and their effects on the rates have not been estimated.

The quasi-steady assumption is safe here: the diffusion time \((250\ {\rm nm})^2/D\) is about \(1.4\times10^{-4}\) s, against hours of ripening. The word "density" does need care. At \(c_{\rm eq}\), a disc of radius 250 nm holds on average only \(2.3\times10^{-4}\) free adatoms. The density is a time-averaged occupation, built up from rare, independent journeys of single adatoms.

Journeys from one island to another also produce counting noise. At the central island, independent arrivals from the others and departures to them have mean rates \(Dgc^*\) and \(Dgc_i\). After time \(t\) the mean change is \(Dg(c^*-c_i)t\) and its variance is \(Dg(c^*+c_i)t\). The mean loss equals one standard deviation when it reaches
\[
\frac{c_i+c^*}{c_i-c^*}\simeq96\ {\rm atoms},
\]
after about 0.7 hours. The island holds about 17,400 atoms, so the trend emerges from the noise long before the island is consumed. Over a few minutes, however, a single island could gain atoms by chance while its expected rate is negative.
